# The Drude weight as the sum of nonadiabatic Born charges: a program that tests the result

```python
"""Result under test: in a metal with local ionic potentials, the nonadiabatic
Born charges Z_atom summed over one cell equal m*Omega*D/(pi*e^2).
Omega: cell volume, D: Drude weight (Re sigma contains D*delta(omega)),
m, e: bare electron mass and elementary charge.  Z_atom is the current per
cell divided by e times the velocity of that sublattice, at zero field.
Model crystals use hbar = m = e = 1 (atomic units); germanium uses SI inside.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq

# ---------- one-dimensional crystal with two unlike atoms ----------
cell = 6.0
waves = 2*np.pi/cell*np.arange(-6, 7)
dG = waves[:, None] - waves[None, :]
sites = (0.0, 0.37*cell)
depths = (1.2, 0.5)
width = 0.6


def atom_potentials(strengths=depths):
    return [-s/cell*np.exp(-(dG*width)**2/2 - 1j*dG*x)
            for s, x in zip(strengths, sites)]


def crystal(k, strengths=depths, nonlocal_strength=0.0):
    """Hamiltonian, canonical momentum, velocity, derivatives by atom."""
    momentum = k + waves
    parts = atom_potentials(strengths)
    velocity = np.diag(momentum).astype(complex)
    if nonlocal_strength:
        size = 0.8
        b = np.exp(-(momentum*size)**2/2)
        db = -momentum*size**2*b
        phase = np.exp(-1j*dG*sites[0])*nonlocal_strength/cell
        parts[0] = parts[0] + phase*np.outer(b, b)
        velocity += phase*(np.outer(db, b) + np.outer(b, db))
    H = np.diag(momentum**2/2) + parts[0] + parts[1]
    return H, np.diag(momentum), velocity, [-1j*dG*v for v in parts]


def k_points(low, high, bands, count):
    """Positive k only; weights include spin and the equal -k half."""
    x, w = np.polynomial.legendre.leggauss(count)
    k = low + (high - low)*(x + 1)/2
    return [(q, 2*cell/np.pi*v*(high - low)/2, bands) for q, v in zip(k, w)]


k_edge = np.pi/cell
k_fermi = k_edge/2


def metal_points(count):
    return (k_points(0, k_fermi, 1, count)
            + k_points(k_fermi, k_edge, 2, count))


def born_charges(points, ions, omega=0.0, **options):
    z = np.array(ions, float)
    for k, weight, filled in points:
        H, _, velocity, slopes = crystal(k, **options)
        E, c = np.linalg.eigh(H)
        occ, emp = c[:, :filled], c[:, filled:]
        gap = E[None, filled:] - E[:filled, None]
        v = occ.conj().T @ velocity @ emp
        for j, slope in enumerate(slopes):
            h = (emp.conj().T @ slope @ occ).T
            z[j] -= 2*weight*np.sum(np.imag(v*h)/(gap**2 - omega**2))
    return z


def momentum_sums(points, omega=0.0):
    """Dipole-transition sums for conductivity and static polarizability."""
    current, polarizability = 0.0, 0.0
    for k, weight, filled in points:
        H, p, _, _ = crystal(k)
        E, c = np.linalg.eigh(H)
        p2 = np.abs(c[:, :filled].conj().T @ p @ c[:, filled:])**2
        gap = E[None, filled:] - E[:filled, None]
        current += 2*weight*np.sum(p2*gap/(gap**2 - omega**2))
        polarizability += 2*weight*np.sum(p2/gap**3)
    return current, polarizability


def fermi_velocity(**options):
    h = 1e-4
    up = np.linalg.eigvalsh(crystal(k_fermi + h, **options)[0])[1]
    down = np.linalg.eigvalsh(crystal(k_fermi - h, **options)[0])[1]
    return abs(up - down)/(2*h)


ions = (2.0, 1.0)
points = metal_points(24)
z_metal = born_charges(points, ions)
speed = fermi_velocity()
drude_sum = 2*cell*speed/np.pi
assert abs(z_metal.sum() - drude_sum) < 1e-5

filled_points = k_points(0, k_edge, 1, 32)
z_insulator = born_charges(filled_points, (1.0, 1.0))
assert abs(z_insulator.sum()) < 1e-5
assert np.max(np.abs(z_insulator)) > 1e-2

# Finite frequency: metal conductivity and insulating low-frequency limit.
test_frequency = 0.10
z_dynamic = born_charges(points, ions, test_frequency).sum()
sigma_side = 3.0 - momentum_sums(points, test_frequency)[0]
assert abs(z_dynamic - sigma_side) < 1e-8
assert abs(z_dynamic - z_metal.sum()) > 1e-4
low_frequency = 0.02
z_low = born_charges(filled_points, (1.0, 1.0), low_frequency).sum()
polarizability = momentum_sums(filled_points)[1]
assert abs(-z_low/low_frequency**2/polarizability - 1) < 0.03

# Equivalent atoms related by inversion must carry equal charges.
z_equal = born_charges(points, (1.5, 1.5), strengths=(0.8, 0.8))
assert abs(z_equal[0] - z_equal[1]) < 1e-8


# ---------- real-time motion of the atoms ----------
def dragged_charge(moving, duration=200.0, steps=4000, shift=0.02):
    """Transported charge divided by the final displacement."""
    parts = atom_potentials()

    def potential(t):
        s = t/duration
        u = shift*(s - np.sin(2*np.pi*s)/(2*np.pi) - 0.5)
        return sum(v*np.exp(-1j*dG*u*flag) for v, flag in zip(parts, moving))

    columns, momenta, weights = [], [], []
    start = potential(0.0)
    for k, weight, filled in metal_points(8):
        for q in (k, -k):
            c = np.linalg.eigh(np.diag((q + waves)**2/2) + start)[1]
            for band in range(filled):
                columns.append(c[:, band])
                momenta.append(q + waves)
                weights.append(weight/2)
    psi, p = np.array(columns).T, np.array(momenta).T
    kinetic, weights = p**2/2, np.array(weights)
    dt = duration/steps

    def rate(V, state):
        return -1j*(kinetic*state + V @ state)

    def total_momentum(state):
        return np.sum(weights*np.sum(p*np.abs(state)**2, axis=0))

    history = [total_momentum(psi)]
    for step in range(steps):
        t = step*dt
        V0, V1, V2 = potential(t), potential(t + dt/2), potential(t + dt)
        a = rate(V0, psi)
        b = rate(V1, psi + dt*a/2)
        c = rate(V1, psi + dt*b/2)
        d = rate(V2, psi + dt*c)
        psi = psi + dt*(a + 2*b + 2*c + d)/6
        history.append(total_momentum(psi))
    return np.dot(moving, ions) - simpson(history, dx=dt)/shift


drag_a = dragged_charge((1, 0))
drag_b = dragged_charge((0, 1))
drag_both = dragged_charge((1, 1))
assert abs(drag_a - z_metal[0]) < 5e-3
assert abs(drag_b - z_metal[1]) < 5e-3
assert abs(drag_both - drude_sum) < 5e-3

# ---------- nonlocal potential: canonical momentum replaces velocity ----------
option = {"nonlocal_strength": 0.6}
z_nonlocal = born_charges(points, ions, **option).sum()
H, p, _, _ = crystal(k_fermi, **option)
state = np.linalg.eigh(H)[1][:, 1]
canonical_sum = 2*cell/np.pi*abs(np.vdot(state, p @ state).real)
nonlocal_drude = 2*cell/np.pi*fermi_velocity(**option)
z_nonlocal_filled = born_charges(filled_points, (1.0, 1.0), **option).sum()
assert abs(z_nonlocal - canonical_sum) < 1e-5
assert abs(z_nonlocal - nonlocal_drude) > 1e-3
assert abs(z_nonlocal_filled) < 1e-5

# ---------- two-dimensional tensor ----------
grid = 2*np.pi/cell*np.arange(-3, 4)
G2 = np.array([(x, y) for x in grid for y in grid])
dG2 = G2[:, None, :] - G2[None, :, :]
sites2 = cell*np.array([[0.0, 0.0], [0.31, 0.22]])
V2d = [-s*np.exp(-np.sum(dG2**2, axis=2)*0.2 - 1j*(dG2 @ x))
       for s, x in zip((0.10, 0.06), sites2)]


def plane_hamiltonian(k):
    return np.diag(np.sum((k + G2)**2, axis=1)/2) + V2d[0] + V2d[1]


mesh = ((np.arange(6) + 0.5)/6 - 0.5)*2*np.pi/cell
plane_k = [np.array([x, y]) for x in mesh for y in mesh]
plane_k.sort(key=lambda q: np.linalg.eigvalsh(plane_hamiltonian(q))[0])
chosen = plane_k[:14]
weight = 2/len(plane_k)
tensor = np.eye(2)*weight*len(chosen)
curvature = np.zeros((2, 2))
h = 0.003
for k in chosen:
    E, c = np.linalg.eigh(plane_hamiltonian(k))
    for i in range(2):
        pi = c[:, 0].conj() @ ((k + G2)[:, i, None]*c[:, 1:])
        for j in range(2):
            for V in V2d:
                slope = c[:, 1:].conj().T @ ((-1j*dG2[:, :, j]*V) @ c[:, 0])
                tensor[i, j] -= 2*weight*np.sum(
                    np.imag(pi*slope)/(E[1:] - E[0])**2)
            for si in (1, -1):
                for sj in (1, -1):
                    q = k + h*(si*np.eye(2)[i] + sj*np.eye(2)[j])
                    energy = np.linalg.eigvalsh(plane_hamiltonian(q))[0]
                    curvature[i, j] += weight*si*sj*energy/(4*h*h)
assert np.max(np.abs(tensor - curvature)) < 1e-4

# ---------- two interacting electrons (spin singlet) on a ring ----------
ring = slice(1, -1)
ring_waves = waves[ring]
count = len(ring_waves)
one = np.eye(count)
ring_parts = [v[ring, ring] for v in atom_potentials()]
ring_slopes = [(-1j*dG*v)[ring, ring] for v in atom_potentials()]


def pair_sum(matrix):
    return np.kron(matrix, one) + np.kron(one, matrix)


repulsion = np.zeros((count**2, count**2))
for order in (1, 2, 3):
    raise_wave = np.eye(count, k=-order)
    term = np.kron(raise_wave, raise_wave.T)
    repulsion += 0.15*np.exp(-0.2*order**2)*(term + term.T)


def ring_hamiltonian(flux, coupling=1.0):
    single = np.diag((ring_waves + flux)**2/2) + sum(ring_parts)
    return pair_sum(single) + coupling*repulsion


def flux_curvature(coupling):
    h = 0.003
    e = [np.linalg.eigvalsh(ring_hamiltonian(f, coupling))[0]
         for f in (-h, 0, h)]
    return (e[0] - 2*e[1] + e[2])/h**2


E, c = np.linalg.eigh(ring_hamiltonian(0.0))
p0m = c[:, 0].conj() @ pair_sum(np.diag(ring_waves)) @ c[:, 1:]
ring_charge = 2.0
for slope in ring_slopes:
    hm0 = c[:, 1:].conj().T @ pair_sum(slope) @ c[:, 0]
    ring_charge -= 2*np.sum(np.imag(p0m*hm0)/(E[1:] - E[0])**2)
ring_curvature = flux_curvature(1.0)
free_curvature = flux_curvature(0.0)
assert abs(ring_charge - ring_curvature) < 1e-4
assert abs(ring_curvature - free_curvature) > 1e-3

# ---------- rough parameters of heavily n-doped germanium ----------
lattice_nm, density_cm3, mobility = 0.566, 5e19, 300.0
mass_long, mass_trans = 1.6, 0.08
phonon_eV, permittivity, temperature = 0.037, 16.0, 300.0
alpha, gamma_offset, gamma_mass = 0.3, 0.14, 0.04
m, e, hbar = const.m_e, const.e, const.hbar
volume = (lattice_nm*1e-9)**3/4
density = density_cm3*1e6
inverse_mass = np.zeros((3, 3))
for axis in ((1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)):
    projector = np.outer(axis, axis)/3
    inverse_mass += (projector/mass_long
                     + (np.eye(3) - projector)/mass_trans)/4
assert np.allclose(inverse_mass, np.eye(3)*inverse_mass[0, 0])
conduction_mass = 1/inverse_mass[0, 0]
drude = np.pi*density*e**2/(conduction_mass*m)
charge_sum = m*volume*drude/(np.pi*e**2)
polarization = e*charge_sum*1e-12/volume*100  # uC/cm2 for 1 pm

omega = phonon_eV*e/hbar
tau = mobility*1e-4*conduction_mass*m/e
x = omega*tau
factor = -1j*x/(1 - 1j*x)
# Time integration of carriers relaxing towards the moving lattice.
period = 2*np.pi/x
times = np.linspace(0, 10*period, 4001) + np.ceil(30/period)*period
solution = solve_ivp(lambda t, v: x*x*np.cos(x*t) - v, (0, times[-1]),
                     [0.0], t_eval=times, rtol=1e-8, atol=1e-10)
lattice_velocity = -x*np.sin(x*times)
in_phase = (simpson(-solution.y[0]*lattice_velocity, x=times)
            / simpson(lattice_velocity**2, x=times))
assert abs(in_phase - factor.real) < 1e-4

# Fermi level and Drude weight with E(1 + alpha E) = hbar^2 k^2/(2 mass).
kT = const.k*temperature/e
root = np.linspace(0, np.sqrt(2.0), 8001)
energy = root**2


def occupation(E, level):
    return 1/(np.exp((E - level)/kT) + 1)


def carrier_density(level, mass, valleys, a):
    kane = energy*(1 + a*energy)
    integrand = occupation(energy, level)*np.sqrt(kane)*(1 + 2*a*energy)
    scale = valleys/(2*np.pi**2)*(2*mass*m*e/hbar**2)**1.5
    return scale*simpson(integrand*2*root, x=root)


def drude_ratio(level, a):
    f = occupation(energy, level)
    kane, slope = energy*(1 + a*energy), 1 + 2*a*energy
    top = simpson(f*(1 - f)/kT*kane**1.5/slope*2*root, x=root)
    bottom = simpson(f*np.sqrt(kane)*slope*2*root, x=root)
    return 2*top/(3*bottom)


dos_mass = (mass_long*mass_trans**2)**(1/3)
level = brentq(lambda v: carrier_density(v, dos_mass, 4, alpha)/density - 1,
               -0.5, 0.8)
nonparabolic = drude_ratio(level, alpha)
assert abs(drude_ratio(level, 0.0) - 1) < 1e-4
q = np.linspace(1e-3, 1.4, 8001)
band = (np.sqrt(1 + 4*alpha*q*q) - 1)/(2*alpha)
first = np.gradient(band, q, edge_order=2)
second = np.gradient(first, q, edge_order=2)
f = occupation(band, level)
direct = (simpson(q*q*f*(second + 2*first/q)/6, x=q)
          / simpson(q*q*f, x=q))
assert abs(direct - nonparabolic) < 1e-3

gamma_density = carrier_density(level - gamma_offset, gamma_mass, 1, 0.0)
gamma_share = gamma_density/gamma_mass/(density/conduction_mass)
background = -m*volume*const.epsilon_0*(permittivity - 1)*omega**2/e**2
carrier_speed = np.sqrt(2*level*e/(mass_trans*m))
wavelength_nm = 2*np.pi*carrier_speed/omega*1e9


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


print("MODEL CRYSTALS (atomic units; charges in e)")
show("1D cell length", cell, "bohr")
show("1D second atom position", sites[1], "bohr")
show("1D potential strength A", depths[0], "hartree bohr")
show("1D potential strength B", depths[1], "hartree bohr")
show("1D potential width", width, "bohr")
show("1D ion charge A", ions[0], "e")
show("1D ion charge B", ions[1], "e")
show("1D Born charge A", z_metal[0], "e")
show("1D Born charge B", z_metal[1], "e")
show("1D Born sum", z_metal.sum(), "e")
show("1D Fermi speed", speed, "a.u.")
show("1D sum from Fermi speed", drude_sum, "e")
show("1D real-time charge A", drag_a, "e")
show("1D real-time charge B", drag_b, "e")
show("1D real-time charge, both atoms", drag_both, "e")
show("Filled band charge A", z_insulator[0], "e")
show("Filled band charge B", z_insulator[1], "e")
print(f"Filled band sum: {z_insulator.sum():.1e} e")
show("Test frequency", test_frequency, "hartree/hbar")
show("1D sum at test frequency", z_dynamic, "e")
show("Nonlocal potential: Born sum", z_nonlocal, "e")
show("Nonlocal potential: momentum formula", canonical_sum, "e")
show("Nonlocal potential: Drude formula", nonlocal_drude, "e")
print("2D Born sum xx, xy, yy:",
      f"{tensor[0,0]:.5f}, {tensor[0,1]:.5f}, {tensor[1,1]:.5f} e")
print("2D band curvature xx, xy, yy:",
      f"{curvature[0,0]:.5f}, {curvature[0,1]:.5f}, {curvature[1,1]:.5f}")
show("Interacting ring: Born sum", ring_charge, "e")
show("Interacting ring: flux curvature", ring_curvature)
show("Ring without repulsion: flux curvature", free_curvature)
print("DOPED GERMANIUM (rough typical inputs)")
show("Lattice constant", lattice_nm, "nm")
show("Primitive cell volume", volume*1e27, "nm^3")
show("Electron density", density_cm3, "cm^-3")
show("Longitudinal L mass", mass_long, "m")
show("Transverse L mass", mass_trans, "m")
show("Conductivity mass", conduction_mass, "m")
show("Electrons per cell", density*volume)
show("Drude weight D", drude/100, "S/(cm s)")
show("Clean Born sum per cell", charge_sum, "e")
show("Clean Born charge per atom", charge_sum/2, "e")
show("Polarization for 1 pm rigid shift", polarization, "uC/cm2")
show("Mobility", mobility, "cm2/Vs")
show("Scattering time", tau*1e15, "fs")
show("Optical phonon energy", phonon_eV, "eV")
show("omega tau at phonon energy", x)
print(f"Scattering factor: {factor.real:.4f} {factor.imag:+.4f} i")
show("Temperature", temperature, "K")
show("Nonparabolicity", alpha, "1/eV")
show("Fermi level above L minimum", level, "eV")
show("Nonparabolic Drude factor", nonparabolic)
print(f"Gamma valley: offset {gamma_offset} eV, mass {gamma_mass} m")
show("Gamma-valley share of Drude weight", 100*gamma_share, "%")
show("Relative permittivity", permittivity)
show("Interband background in Born sum", background, "e")
show("Wavelength scale 2 pi v/omega", wavelength_nm, "nm")
print("tests ok")
```

Output:

```
MODEL CRYSTALS (atomic units; charges in e)
1D cell length: 6 bohr
1D second atom position: 2.22 bohr
1D potential strength A: 1.2 hartree bohr
1D potential strength B: 0.5 hartree bohr
1D potential width: 0.6 bohr
1D ion charge A: 2 e
1D ion charge B: 1 e
1D Born charge A: 1.2168 e
1D Born charge B: 1.0371 e
1D Born sum: 2.2539 e
1D Fermi speed: 0.59008 a.u.
1D sum from Fermi speed: 2.2539 e
1D real-time charge A: 1.2168 e
1D real-time charge B: 1.0371 e
1D real-time charge, both atoms: 2.2539 e
Filled band charge A: -1.4213 e
Filled band charge B: 1.4213 e
Filled band sum: 5.9e-07 e
Test frequency: 0.1 hartree/hbar
1D sum at test frequency: 2.231 e
Nonlocal potential: Born sum: 2.7138 e
Nonlocal potential: momentum formula: 2.7138 e
Nonlocal potential: Drude formula: 2.5002 e
2D Born sum xx, xy, yy: 0.32453, 0.01274, 0.26713 e
2D band curvature xx, xy, yy: 0.32449, 0.01274, 0.26710
Interacting ring: Born sum: 1.6113 e
Interacting ring: flux curvature: 1.6113
Ring without repulsion: flux curvature: 1.2534
DOPED GERMANIUM (rough typical inputs)
Lattice constant: 0.566 nm
Primitive cell volume: 0.04533 nm^3
Electron density: 5e+19 cm^-3
Longitudinal L mass: 1.6 m
Transverse L mass: 0.08 m
Conductivity mass: 0.11707 m
Electrons per cell: 0.0022665
Drude weight D: 3.7809e+17 S/(cm s)
Clean Born sum per cell: 0.01936 e
Clean Born charge per atom: 0.0096799 e
Polarization for 1 pm rigid shift: 0.0068426 uC/cm2
Mobility: 300 cm2/Vs
Scattering time: 19.969 fs
Optical phonon energy: 0.037 eV
omega tau at phonon energy: 1.1225
Scattering factor: 0.5575 -0.4967 i
Temperature: 300 K
Nonparabolicity: 0.3 1/eV
Fermi level above L minimum: 0.080213 eV
Nonparabolic Drude factor: 0.93607
Gamma valley: offset 0.14 eV, mass 0.04 m
Gamma-valley share of Drude weight: 0.11247 %
Relative permittivity: 16
Interband background in Born sum: -0.0006751 e
Wavelength scale 2 pi v/omega: 66.382 nm
tests ok
```
